# Growth enhancement on finely masked wafers under a stagnant layer

Covering 80 % of a wafer with an inert mask raises the growth rate in the remaining windows from 3.24 to 15.0 µm/h in the example below, a factor of 4.64. If the wafer consumed the same total amount of precursor as before, the factor would be 5. The missing part comes from the finite speed of the surface reaction, and at a given open fraction a single dimensionless number fixes its size.

## Model and conventions

A precursor with bulk concentration $c_b$ diffuses with diffusivity $D$ through a stagnant gas layer of thickness $\delta$. The coordinate $z$ is the height above the wafer, and $c=c_b$ at $z=\delta$. Fluxes are counted positive towards the wafer. In an open window the surface consumes precursor at the rate $kc$, where $k$ has the dimension of a velocity. The mask consumes nothing. The surface Damköhler number is

$$\mathrm{Da}=\frac{k\delta}{D}=\frac{\delta/D}{1/k},$$

the ratio of the diffusion resistance of the layer to the reaction resistance of the surface.

The pattern is periodic with period $p$ and open fraction $f$, and it extends sideways over a region much wider than $\delta$. The state is steady, the precursor is dilute, and the gas itself does not react. Windows stay flat, and no material migrates from mask to window. The enhancement $E$ is the window-averaged growth rate divided by the rate on an unmasked wafer, with $c_b$, $\delta$, $D$ and $k$ held fixed.

## The fine-pattern result

On an unmasked wafer the concentration depends on $z$ alone. Steady diffusion makes it linear, so the arriving flux is $D(c_b-c_s)/\delta$, with $c_s$ the surface concentration. It equals the consumption:

$$\frac{D}{\delta}(c_b-c_s)=kc_s .$$

Multiplying by $\delta/D$ gives $c_b-c_s=\mathrm{Da}\,c_s$, hence

$$c_s=\frac{c_b}{1+\mathrm{Da}},\qquad J_0=\frac{kc_b}{1+\mathrm{Da}} .$$

Over a fine pattern, lateral diffusion keeps the surface concentration nearly uniform. Each window still consumes $kc_s$ per unit window area, but the flux averaged over the whole wafer is $fkc_s$. The layer has to carry only this average:

$$\frac{D}{\delta}(c_b-c_s)=fkc_s\quad\Rightarrow\quad c_s=\frac{c_b}{1+f\,\mathrm{Da}} .$$

The window flux is $kc_s$. Dividing it by $J_0$ gives

$$E_0=\frac{1+\mathrm{Da}}{1+f\,\mathrm{Da}} .$$

The mask does not push its share of precursor into the windows. It lowers the demand on the layer, the surface concentration rises, and the windows grow faster in proportion.

## Worked example

The parameters are round values: $T=900$ K, pressure 760 Torr, $D=2.5$ cm²/s, $k=250$ cm/s, $\delta=5$ mm, $f=0.2$ and $p=20$ µm, so each stripe window is 4 µm wide. Then

$$\mathrm{Da}=\frac{250\times0.5}{2.5}=50,\qquad E_0=\frac{51}{11}=4.64 .$$

The surface concentration is $1/51=0.0196$ of the bulk value without the mask and $1/11=0.0909$ with it.

For absolute rates, take a precursor mole fraction of $5\times10^{-5}$. The ideal-gas law at 900 K gives $c_b=4.08\times10^{14}$ cm⁻³. Each precursor molecule adds 0.045 nm³, or $4.5\times10^{-23}$ cm³, of solid. The unmasked growth rate is

$$250\times4.08\times10^{14}\times0.0196\times4.5\times10^{-23}
=9.0\times10^{-8}\ \text{cm/s},$$

which is 3.24 µm/h. Multiplication by 4.64 gives 15.0 µm/h in the windows. These two rates assume an isothermal layer; the effect of a temperature gradient is treated below.

## Limits and sensitivity

The distance from the full redistribution value $1/f$ follows from a common denominator:

$$\frac1f-E_0=\frac{1+f\,\mathrm{Da}-f-f\,\mathrm{Da}}{f(1+f\,\mathrm{Da})}
=\frac{1-f}{f(1+f\,\mathrm{Da})} .$$

It is never negative, so $E_0\le1/f$. Unless $f$ is close to 1, where $E_0$ and $1/f$ are both close to 1 anyway, approaching $1/f$ requires $f\,\mathrm{Da}\gg1$, which is stricter than $\mathrm{Da}\gg1$. In the example the difference is $0.8/(0.2\times11)=0.36$, which accounts for 4.64 instead of 5. Equivalently, the masked wafer consumes $fE_0=0.93$ of what the unmasked wafer consumes.

In the opposite limit,

$$E_0-1=\frac{(1-f)\mathrm{Da}}{1+f\,\mathrm{Da}}\to0
\quad\text{as }\mathrm{Da}\to0 .$$

A slow surface hardly depletes the gas, so masking has little to relieve. At $f=0.2$, $E_0$ is 1.08 for $\mathrm{Da}=0.1$, 1.67 for $\mathrm{Da}=1$ and 4.98 for $\mathrm{Da}=1000$. As $f\to0$ at fixed Da, $E_0\to1+\mathrm{Da}$: the layer then carries almost no flux and the windows see the bulk concentration.

To obtain Da from a measured enhancement, expand $E_0(1+f\,\mathrm{Da})=1+\mathrm{Da}$ and collect Da:

$$\mathrm{Da}=\frac{E_0-1}{1-fE_0} .$$

The logarithmic sensitivity shows when this inversion is useful:

$$\frac{d\ln E_0}{d\ln\mathrm{Da}}
=\frac{\mathrm{Da}}{1+\mathrm{Da}}-\frac{f\,\mathrm{Da}}{1+f\,\mathrm{Da}}
=\frac{(1-f)\mathrm{Da}}{(1+\mathrm{Da})(1+f\,\mathrm{Da})} .$$

In the example it equals $40/(51\times11)=0.071$. A small relative error in $E_0$ therefore becomes a relative error in Da about 14 times as large. The same insensitivity makes the predicted enhancement robust against a poorly known $k$.

## How fine is fine?

For parallel stripes the error can be bounded. Let $x$ run across the stripes, with a window at $|x|<fp/2$, and let angle brackets denote an average over the window. The flux $j(x)$ into the window is even in $x$ by symmetry. With $q_n=2\pi n/p$, the flux over the whole surface, zero on the mask, has the cosine series

$$f\langle j\rangle+\sum_{n\ge1}2f\langle j\cos q_nx\rangle\cos q_nx .$$

The factor $f$ appears because a window average is divided by $fp$ and a Fourier coefficient by $p$.

In the gas, $c$ obeys Laplace's equation. The constant term of the flux produces a linear profile. Each cosine term produces a deficit proportional to $\cos(q_nx)\sinh[q_n(\delta-z)]$, which vanishes at the top. The ratio of this deficit at $z=0$ to its slope there has magnitude $t_n/q_n$, with $t_n=\tanh(q_n\delta)$. Dividing each flux coefficient by $D$ and multiplying by this ratio gives the surface concentration

$$c(x,0)=c_b-\frac{f\delta}{D}\langle j\rangle-(Gj)(x),$$

$$(Gj)(x)=\frac{fp}{\pi D}\sum_{n\ge1}\frac{t_n}{n}
\langle j\cos q_nx\rangle\cos q_nx .$$

In the window $c=j/k$, so $j$ satisfies

$$Aj\equiv\frac jk+\frac{f\delta}{D}\langle j\rangle+Gj=c_b .$$

For two window functions $u$ and $v$, $\langle uGv\rangle$ is a sum of the products $\langle u\cos q_nx\rangle\langle v\cos q_nx\rangle$ with positive weights. Hence $G$ is symmetric and $\langle jGj\rangle\ge0$.

**Upper bound.** Multiply the window equation by $j$ and average:

$$\frac{\langle j^2\rangle}{k}+\frac{f\delta}{D}\langle j\rangle^2
+\langle jGj\rangle=c_b\langle j\rangle .$$

The left side is positive, so $\langle j\rangle>0$. Since $\langle j^2\rangle\ge\langle j\rangle^2$ and the third term is not negative, $\langle j\rangle^2(1/k+f\delta/D)\le c_b\langle j\rangle$. Division by $\langle j\rangle$ gives $\langle j\rangle\le kc_b/(1+f\,\mathrm{Da})$, that is, $E\le E_0$.

**Lower bound.** Because $A$ is symmetric and positive, $\langle uAv\rangle$ is an inner product, and the Cauchy–Schwarz inequality with $u=1$ and $v=j$ reads

$$\langle1Aj\rangle^2\le\langle1A1\rangle\langle jAj\rangle .$$

Here $Aj=c_b$, so the left side is $c_b^2$ and the last factor is $c_b\langle j\rangle$. Therefore $\langle j\rangle\ge c_b/\langle1A1\rangle$. The window average of the cosine is $\langle\cos q_nx\rangle=\sin(n\pi f)/(n\pi f)$, which gives

$$\langle1G1\rangle=\frac pD\sum_{n\ge1}
\frac{t_n\sin^2(n\pi f)}{\pi^3fn^3}\le\frac{sp}{D},\qquad
s(f)=\sum_{n\ge1}\frac{\sin^2(n\pi f)}{\pi^3fn^3},$$

because $t_n\le1$. Thus $\langle1A1\rangle\le1/k+f\delta/D+sp/D$. Dividing both bounds on $\langle j\rangle$ by $J_0$ yields

$$\frac{1+\mathrm{Da}}{1+f\,\mathrm{Da}+s\,kp/D}\le E\le E_0 .$$

The relative excess of the simple formula over the true value is then limited by

$$\frac{E_0}{E}-1\le\frac{s\,kp/D}{1+f\,\mathrm{Da}}
\le\frac sf\,\frac p\delta .$$

The last step uses $kp/D=\mathrm{Da}\,p/\delta$ and $\mathrm{Da}/(1+f\,\mathrm{Da})\le1/f$. At fixed $f$ the error vanishes as $p/\delta\to0$, whatever the value of Da. This proves the fine-pattern result for stripes.

In the example $s=0.0817$ and $kp/D=0.2$, so the middle expression is $0.0817\times0.2/11=0.15$ %. A finite-volume solution of the two-dimensional diffusion problem, which does not use the series, gives the same 0.15 %.

## Average rate and flat windows

A good average does not guarantee a flat layer. From $j=kc$ and the surface concentration above,

$$j(x)-j(0)=k\left[(Gj)(0)-(Gj)(x)\right].$$

When $kp/D\ll1$, $j$ inside $G$ may be replaced by its average. For $p\ll\delta$ the factors $t_n$ are close to 1, and

$$\frac{j(x)-j(0)}{\langle j\rangle}\simeq\frac{kp}{D}[h(0)-h(x)],\qquad
h(x)=\sum_{n\ge1}\frac{\sin(n\pi f)\cos q_nx}{\pi^2n^2} .$$

The centre of a window is more depleted than its edges, which receive precursor from above the neighbouring mask. For the 20 µm period the formula puts the edge 0.9 % above the centre.

The finite-volume solution shows how the two criteria separate as the period grows with all else fixed. The edge is represented by the outermost grid cell of the window, which understates the rise at the edge itself: at 2000 µm the ratio there is 1.76 instead of 1.68. The last digit of that table entry also depends on the grid; on a finer grid the ratio for the same cell is 1.69.

| Period (µm) | $kp/D$ | $E$ | Edge/centre |
|---:|---:|---:|---:|
| 20 | 0.2 | 4.63 | 1.01 |
| 200 | 2 | 4.57 | 1.08 |
| 2000 | 20 | 4.05 | 1.68 |

At 200 µm the average is 1.5 % below $E_0$, while the edge already grows 8 % faster than the centre. At 2000 µm the average is 13 % below $E_0$ and the profile is far from flat. The average is the more tolerant quantity because the lateral term $s\,kp/D$ competes with $1+f\,\mathrm{Da}=11$, whereas the profile has no such large term to hide behind. In this example the length that decides flatness is $D/k=100$ µm, not $\delta$, and it is to be compared with the window width $fp$ rather than with the period. At $kp/D=2$ the edge rise is 0.9 % for $f=0.02$, 8.5 % for $f=0.2$ and 18 % for $f=0.5$, whereas at fixed $kfp/D=0.4$ it stays between 7 and 9 % over the same range of $f$. When $\mathrm{Da}\ll1$, the windows stay nearly flat even for periods well above $D/k$, because the surface hardly depletes the gas.

The bounds on the average also hold in a second regime. For $\mathrm{Da}=2$, $f=0.5$ and $p=\delta/2$, the full solution gives $E=1.45$, which is 3 % below $E_0=1.50$.

## A patterned field of finite width

The derivation assumes that the pattern extends far beyond $\delta$. Suppose instead that it ends at open wafer. Far from the lines where the pattern changes, the concentration returns to its one-dimensional form. The deviation from that form vanishes at $z=\delta$ and, inside the patterned field, has components

$$e^{-\kappa x}\sin[\kappa(\delta-z)],$$

with $x$ now the distance from the boundary of the field. These satisfy Laplace's equation. The averaged surface condition $D\,\partial c/\partial z=fkc$ at $z=0$ requires $-D\kappa\cos\kappa\delta=fk\sin\kappa\delta$, or

$$\tan\kappa\delta=-\frac{\kappa\delta}{f\,\mathrm{Da}} .$$

The right side is negative, so the smallest positive root lies between $\pi/2$ and $\pi$. The longest decay length $1/\kappa$ therefore lies between $\delta/\pi$ and $2\delta/\pi$, here between 1.6 and 3.2 mm.

A numerical solution with the pattern replaced by its average rate $fk$ confirms the consequence. At the centre of a field 50 mm wide the enhancement is 4.64. At the centre of a field 0.2 mm wide, surrounded by unmasked wafer, it is 1.89; resolving the ten individual stripes lowers this to 1.86 or 1.87, depending on whether a mask stripe or a window lies at the centre. The narrow field contains ten periods, so the pattern is fine, but most of the excess precursor is lost sideways to the open surface. A local open fraction must not be inserted into $E_0$ unless it is representative over several decay lengths.

## Other corrections

**Leaky mask.** If the mask consumes precursor with rate constant $k_m$, the average flux at uniform $c_s$ is $[fk+(1-f)k_m]c_s$. Repeating the flux balance gives

$$E=\frac{1+\mathrm{Da}}{1+f\,\mathrm{Da}+(1-f)k_m\delta/D} .$$

For $k_m=0.01k$ the added term is $0.8\times0.5=0.4$, and $E=51/11.4=4.47$, a reduction of 3.5 %. The mask covers most of the area and sees the same raised concentration as the windows, so even a weak reaction on it counts.

**Temperature gradient.** Let the wafer be at $T_h$ and the top of the layer at $T_c$. At fixed pressure the gas density $n$ varies as $1/T$; take $D\propto T^{1.7}$, so that $nD\propto T^{0.7}$. With mole fraction $y$ and thermal diffusion factor $\alpha$, positive when the precursor drifts towards the cold side, the flux towards the wafer is

$$J=nD\left(\frac{dy}{dz}+\alpha y\frac{d\ln T}{dz}\right).$$

Multiplication by $T^\alpha$ turns the bracket into a total derivative, $d(yT^\alpha)/dz=JT^\alpha/(nD)$. The flux $J=fkn_hy_s$ does not depend on $z$. Integrating over the layer and dividing by $T_h^\alpha$ gives

$$y_b\left(\frac{T_c}{T_h}\right)^{\alpha}=y_s(1+f\,\mathrm{Da}_T),\qquad
\mathrm{Da}_T=\frac{k\delta}{D_h}\int_0^\delta
\left(\frac{T}{T_h}\right)^{\alpha-0.7}\frac{dz}{\delta},$$

where the subscript $h$ denotes wafer temperature. The factor on the left is the same with and without the mask and cancels in the ratio. The enhancement keeps its form, with Da replaced by $\mathrm{Da}_T$.

For a linear profile from 900 to 400 K and an illustrative $\alpha=1$, $\mathrm{Da}_T=45.1$ and $E=4.60$, only 0.8 % below the isothermal value. The absolute rate changes much more. At the same mole fraction above the layer, the unmasked rate falls to 0.49 of its isothermal value. Two effects contribute. The colder gas has a smaller $nD$: with $\alpha=0$ the same formula gives $\mathrm{Da}_T=64.8$ and a rate of $51/65.8=0.78$ of the isothermal value. Thermal diffusion, which holds the precursor away from the hot wafer, accounts for the rest. The rates of 3.24 and 15.0 µm/h become about 1.6 and 7.3 µm/h.

**Molecular free path.** For a precursor of molar mass 100 g/mol the mean speed is $\bar v=437$ m/s, and the transport free path, estimated as $3D/\bar v$, is 1.7 µm. This is not small compared with the 4 µm window, so the computed 0.9 % edge rise is only an indication of size.

The average is safer. Let a fraction $\gamma$ of the arriving molecules react. If the arriving stream belongs to a Maxwellian gas of density $N$, the net flux is $\gamma N\bar v/4$. The density at the surface is $N/2$ from arriving and $(1-\gamma)N/2$ from returning molecules, so

$$k=\frac{\gamma\bar v/4}{1-\gamma/2},$$

which gives $\gamma=0.023$ here. In a pattern much finer than the free path, the gas sees the average probability $f\gamma$. The average rate constant is then $fk$ multiplied by $r=(1-\gamma/2)/(1-f\gamma/2)=0.991$, and

$$E=\frac{r(1+\mathrm{Da})}{1+rf\,\mathrm{Da}}=4.63,$$

a change of less than 0.1 %.

## Relation to a real process

The parameters are meant to lie in the rough regime of selective-area metalorganic vapour-phase epitaxy in hydrogen near atmospheric pressure. They describe no particular semiconductor. Within the linear model, the unmasked rate is restored in the windows by dividing the precursor mole fraction by 4.64, with temperature and flow held fixed.

With $k$ and $\delta$ held fixed, reduced pressure lowers the enhancement. Since $D$ varies inversely with pressure, 76 Torr gives $\mathrm{Da}=5$ and $E_0=6/2=3$. The free path becomes 17 µm, wider than the window, so the continuum profile inside the window no longer applies.

Of the assumptions sized here, the wide uniform field matters most for devices made in narrow masked areas on an otherwise open wafer: it moves the enhancement from 4.6 to 1.9. A real gas flow also has no sharp stagnant layer, so $\delta$ is an effective length to be calibrated for the reactor. Faceted growth and migration from the mask are not sized by this model.

## Use in a calculation

Evaluate Da with $k$ and $D$ at wafer temperature, or use $\mathrm{Da}_T$ when the gradient is known. Use $E_0$ only where the pattern is uniform over a distance of several times $2\delta/\pi$ in every direction. For a narrower field, averaging the open fraction over a wider region is no substitute: over 12.7 mm it would give 1.01 for the 0.2 mm field above, far below the computed 1.89. For stripes, compute $s\,(kp/D)/(1+f\,\mathrm{Da})$; if it exceeds the accepted relative error of the average rate, solve the diffusion problem for the actual pattern. Where thickness uniformity matters, check separately the ratio $kfp/D$ of the window width to $D/k$. The numerical output lists the values for this example to more digits than the model parameters justify, so that an implementation can be compared with them.

## Computed results

```
temperature = 900 K, pressure = 760 Torr
diffusivity D = 2.50 cm2/s
rate constant k = 250 cm/s
layer thickness = 5.0 mm
open fraction f = 0.20, period p = 20 um
window width = 4.0 um
length D/k = 100 um
Da = 50.00, f Da = 10.00
enhancement E0 = 4.6364
total uptake relative to unmasked, f E0 = 0.9273
surface/bulk concentration, unmasked = 0.01961
surface/bulk concentration, masked = 0.09091
precursor mole fraction = 5.0e-05
solid volume per precursor = 0.045 nm3
bulk precursor concentration = 4.077e+14 cm-3
unmasked growth rate = 3.24 um/h
window growth rate = 15.01 um/h
E0 at f = 0.20, Da = 0.1: 1.0784
E0 at f = 0.20, Da = 1.0: 1.6667
E0 at f = 0.20, Da = 50.0: 4.6364
E0 at f = 0.20, Da = 1000.0: 4.9801
constriction number s = 0.08165, k p/D = 0.200
first-order deficit of E = 0.1485 %
deficit from full solution = 0.1486 %
first-order edge rise over centre = 0.861 %
period 20 um: full E = 4.6295, lower bound = 4.6295, edge/centre = 1.008
period 200 um: full E = 4.5687, lower bound = 4.5685, edge/centre = 1.079
period 2000 um: full E = 4.0479, lower bound = 4.0370, edge/centre = 1.680
Da = 2, f = 0.5, p = delta/2: full E = 1.4511, E0 = 1.5000
E with mask rate 1 % of k = 4.4737
centre E, field 50 mm wide = 4.636
centre E, field 0.2 mm wide = 1.89
layer top temperature = 400 K, thermal factor = 1.0
Da with thermal gradient = 45.11
E with thermal gradient = 4.6008
unmasked rate, thermal/isothermal = 0.492
precursor molar mass = 100 g/mol
mean molecular speed = 437 m/s
transport free path 3D/speed = 1.72 um
reaction probability = 0.0226
E in free-molecular pattern limit = 4.6325
```
